\section*{Time-step error of the oscillator's growth energy in imaginary-time projection}

\section*{Problem}

A particle moves in one dimension with Hamiltonian
\begin{equation}
H=K+V,\qquad K=\frac{p^2}{2},\qquad V=\frac{x^2}{2}.
\end{equation}
Atomic units are used, and the particle is an electron in a well of frequency $1$ hartree$/\hbar$, so that $\hbar=m=\omega=1$. The exact ground-state energy is $1/2$ hartree.

Diffusion Monte Carlo without a guiding function projects out the ground state by applying $e^{-\tau H}$ repeatedly. In practice this operator is replaced by a product. Consider the symmetric Trotter product
\begin{equation}
T=e^{-\tau V/2}\,e^{-\tau K}\,e^{-\tau V/2},\qquad \tau>0 .
\label{T}
\end{equation}
Each walker is weighted by $e^{-\tau V/2}$, diffuses for a time $\tau$, and is weighted again. Let $g(x)\ge 0$ be the starting density, square integrable and not identically zero. The expected total weight after $k$ steps, called the population here, and the growth energy are
\begin{equation}
N_k=\int (T^k g)(x)\,dx,\qquad
E_g=-\frac1\tau\lim_{k\to\infty}\ln\frac{N_k}{N_{k-1}} .
\label{growthdef}
\end{equation}
Statistical noise and population control are left out, so the difference between $E_g$ and $1/2$ is due to the time step alone.

\begin{enumerate}
\item[(a)] Find the kernel of $T$, its nodeless eigenfunction and the corresponding eigenvalue.
\item[(b)] Find all eigenvalues. Show that they are those of $e^{-\tau H'}$ for some oscillator $H'$, and find how its frequency $w$ depends on $\tau$.
\item[(c)] Show that the limit in (\ref{growthdef}) exists. Find $E_g$ in closed form and its leading time-step error, with a bound on what is neglected.
\item[(d)] Explain the sign of the leading error.
\item[(e)] Evaluate the results for $\tau=0.5\,\hbar/$hartree.
\end{enumerate}

\section*{Hints}

\begin{enumerate}
\item[(a)] The kernel is a Gaussian in both arguments. Try a Gaussian eigenfunction $e^{-ax^2/2}$ and require that its width be reproduced.
\item[(b)] Let $T$ act on $Bf$ with $B=ax-d/dx$, and integrate by parts. Compare the result with $BTf$.
\item[(c)] Expand $N_k$ in eigenfunctions of $T$. For the energy, a half-angle formula removes the inverse hyperbolic cosine.
\item[(d)] Read off the mass and the force constant of $H'$, and treat their changes by first-order perturbation theory.
\end{enumerate}

\section*{Solution}

\subsection*{(a) Kernel and nodeless eigenfunction}

In the momentum representation the kernel of $e^{-\tau K}$ is
\begin{align}
\langle x|e^{-\tau K}|y\rangle
&=\int\frac{dp}{2\pi}\,e^{ip(x-y)-\tau p^2/2}\nonumber\\
&=e^{-(x-y)^2/2\tau}\int\frac{dp}{2\pi}\,
e^{-\frac{\tau}{2}\left[p-i(x-y)/\tau\right]^2}
=\frac{e^{-(x-y)^2/2\tau}}{\sqrt{2\pi\tau}} .
\end{align}
The two outer factors of (\ref{T}) multiply this by $e^{-\tau x^2/4}$ and $e^{-\tau y^2/4}$. The coefficient of $x^2$ in the exponent becomes $-1/(2\tau)-\tau/4$, and the same holds for $y^2$. Hence
\begin{equation}
G(x,y)=\frac{1}{\sqrt{2\pi\tau}}
\exp\left[-\frac c2(x^2+y^2)+\frac{xy}{\tau}\right],\qquad
c=\frac1\tau+\frac\tau2 .
\label{G}
\end{equation}

Now apply $T$ to $\varphi_0(y)=e^{-ay^2/2}$ with $a>0$. Completing the square in $y$ gives
\begin{align}
(T\varphi_0)(x)
&=\frac{e^{-cx^2/2}}{\sqrt{2\pi\tau}}\int dy\,
\exp\left[-\frac{c+a}{2}y^2+\frac{xy}{\tau}\right]\nonumber\\
&=\frac{1}{\sqrt{\tau(c+a)}}
\exp\left[-\frac{x^2}{2}\left(c-\frac{1}{\tau^2(c+a)}\right)\right].
\end{align}
The shape is reproduced if the inner bracket equals $a$, that is, if
\begin{equation}
(c-a)(c+a)=\frac1{\tau^2}.
\label{product}
\end{equation}
Therefore
\begin{equation}
a^2=c^2-\frac1{\tau^2}
=\frac1{\tau^2}+1+\frac{\tau^2}{4}-\frac1{\tau^2},
\qquad a=\sqrt{1+\frac{\tau^2}{4}},
\label{a}
\end{equation}
where the positive root makes $\varphi_0$ normalizable. The eigenvalue is $\lambda_0=[\tau(c+a)]^{-1/2}$.

Since $\tau c=1+\tau^2/2>1$, an angle $\theta>0$ can be defined by
\begin{equation}
\cosh\theta=\tau c=1+\frac{\tau^2}{2}.
\label{theta}
\end{equation}
By (\ref{a}), $\sinh\theta=\sqrt{\tau^2c^2-1}=\tau a$. Adding the two gives
\begin{equation}
\tau(c+a)=e^{\theta},\qquad \lambda_0=e^{-\theta/2}.
\label{lambda0}
\end{equation}

\subsection*{(b) The whole spectrum}

Let $f$ be a polynomial times $\varphi_0$, and let $B=ax-d/dx$. In $TBf$ the derivative is moved onto the kernel by parts. The boundary terms vanish because $G$ and $f$ decay as Gaussians. With $\partial_yG=(-cy+x/\tau)G$,
\begin{align}
(TBf)(x)&=\int G\,(ayf-f')\,dy=\int(ayG+\partial_yG)f\,dy\nonumber\\
&=\int\left[\frac x\tau-(c-a)y\right]G(x,y)f(y)\,dy .
\label{TB}
\end{align}
In the other order, $\partial_xG=(-cx+y/\tau)G$ gives
\begin{equation}
(BTf)(x)=\int(axG-\partial_xG)f\,dy
=\int\left[(c+a)x-\frac y\tau\right]G(x,y)f(y)\,dy .
\label{BT}
\end{equation}
Multiply (\ref{BT}) by $e^{-\theta}=1/[\tau(c+a)]$. The first term in the bracket becomes $x/\tau$. The second becomes $y/[\tau^2(c+a)]$, which is $(c-a)y$ by (\ref{product}). This is the bracket of (\ref{TB}), so
\begin{equation}
TB=e^{-\theta}\,BT .
\end{equation}
Each application of $B$ thus turns an eigenfunction into another one whose eigenvalue is smaller by the factor $e^{-\theta}$. Starting from $\varphi_0$,
\begin{equation}
T\,B^n\varphi_0=\lambda_n\,B^n\varphi_0,\qquad
\lambda_n=e^{-\theta(n+1/2)},\qquad n=0,1,2,\ldots
\label{spectrum}
\end{equation}

None of these functions vanishes: $B(x^m\varphi_0)=(2ax^{m+1}-mx^{m-1})\varphi_0$, so $B^n\varphi_0$ is $\varphi_0$ times a polynomial of degree $n$ with leading coefficient $(2a)^n$.

No eigenvalue is missing either. Suppose that a square-integrable $h$ is orthogonal to every $x^m\varphi_0$. The Fourier transform of $h\varphi_0$ is an entire function, because $\varphi_0$ decays as a Gaussian, and all its derivatives vanish at the origin. It is therefore zero, and so is $h$. The functions $B^n\varphi_0$ are complete.

An oscillator of frequency $w$ has the energies $w(n+1/2)$, and its imaginary-time propagator has the eigenvalues $e^{-\tau w(n+1/2)}$. Comparison with (\ref{spectrum}) gives $\theta=\tau w$, and (\ref{theta}) becomes
\begin{equation}
\boxed{\;\cosh(\tau w)=1+\frac{\tau^2}{2}\;}
\label{main}
\end{equation}
The time step therefore leaves the levels equally spaced and changes the spacing.

\subsection*{(c) Growth energy}

The population is an integral over $x$, not a scalar product with a square-integrable function, so its convergence needs an argument. Split off the last step and integrate the kernel over its final coordinate:
\begin{equation}
u(y)=\int G(x,y)\,dx
=\frac{1}{\sqrt{\tau c}}\exp\left[-\frac{y^2}{2}\left(c-\frac1{\tau^2c}\right)\right]
=\frac{1}{\sqrt{\tau c}}\,e^{-a^2y^2/2c}.
\end{equation}
This is square integrable. Let $u_n$ and $g_n$ be the components of $u$ and $g$ along the normalized eigenfunctions. These are orthogonal, because $G$ is symmetric and the eigenvalues are distinct. Then
\begin{equation}
N_k=\int u\,(T^{k-1}g)\,dy=\sum_{n\ \mathrm{even}}\lambda_n^{k-1}u_ng_n .
\label{Nk}
\end{equation}
Odd terms are absent because $u$ is even. The first term is positive, since $u$ and $\varphi_0$ are positive and $g$ is nonnegative and not zero. It has the largest eigenvalue, so $N_k/N_{k-1}\to\lambda_0$ and
\begin{equation}
E_g=-\frac{\ln\lambda_0}{\tau}=\frac{\theta}{2\tau}=\frac w2 .
\end{equation}
The next term in (\ref{Nk}) has $n=2$ and is smaller by a factor proportional to $(\lambda_2/\lambda_0)^k=e^{-2\theta k}$. If $g_2u_2\neq0$, the error of the growth estimate at late steps therefore shrinks by $e^{-2\theta}$ per step.

For the closed form, use $\cosh\theta-1=2\sinh^2(\theta/2)$ in (\ref{theta}). This gives $\sinh^2(\theta/2)=\tau^2/4$, hence $\sinh(\theta/2)=\tau/2$ and
\begin{equation}
\boxed{\;E_g=\frac1\tau\,\mathrm{arcsinh}\,\frac\tau2\;}
\label{Eg}
\end{equation}

To expand it, write $\mathrm{arcsinh}\,z=\int_0^z(1+s^2)^{-1/2}ds$. Taylor's theorem with remainder states that, for $q>0$ and some $\xi$ between $0$ and $q$,
\begin{equation}
(1+q)^{-1/2}=1-\frac q2+\frac38\,\frac{q^2}{(1+\xi)^{5/2}} .
\end{equation}
The last term lies between $0$ and $3q^2/8$. Setting $q=s^2$ and integrating gives
\begin{equation}
z-\frac{z^3}{6}<\mathrm{arcsinh}\,z<z-\frac{z^3}{6}+\frac{3z^5}{40},\qquad z>0 .
\end{equation}
With $z=\tau/2$ and division by $\tau$, the terms become $1/2$, $\tau^2/(6\cdot8)$ and $3\tau^4/(40\cdot32)$. Thus
\begin{equation}
\boxed{\;E_g=\frac12-\frac{\tau^2}{48}+R,\qquad 0<R<\frac{3\tau^4}{1280}\;}
\label{expansion}
\end{equation}

The two-term formula is a small-step result. For large $\tau$, (\ref{Eg}) behaves as $(\ln\tau)/\tau$ and stays positive, whereas $1/2-\tau^2/48$ is negative for $\tau>\sqrt{24}$. For a well of frequency $\omega$, measuring time in units of $1/\omega$ and energy in units of $\omega$ gives $E_g\approx\omega/2-\omega^3\tau^2/48$. The condition for its use is that $\omega\tau$ be small.

Because $\mathrm{arcsinh}\,z<z$ for $z>0$, the growth energy lies below the exact energy for every $\tau>0$. This does not contradict the variational principle, because $E_g$ is not an expectation value of $H$.

\subsection*{(d) Why the energy is lowered}

An oscillator of mass $M$ and frequency $w$ has a ground state of width parameter $Mw$ and a raising operator proportional to $Mwx-d/dx$. With $Mw=a$, its eigenfunctions are the $B^n\varphi_0$. Hence $T=e^{-\tau H'}$, where $1/M=w/a$, $Mw^2=wa$ and
\begin{equation}
H'=\frac wa\,\frac{p^2}{2}+wa\,\frac{x^2}{2}.
\label{Hprime}
\end{equation}
From $w=2E_g=1-\tau^2/24+O(\tau^4)$ and $a=1+\tau^2/8+O(\tau^4)$,
\begin{align}
\frac wa&=1-\frac{\tau^2}{24}-\frac{\tau^2}{8}+O(\tau^4)=1-\frac{\tau^2}{6}+O(\tau^4),\\
wa&=1-\frac{\tau^2}{24}+\frac{\tau^2}{8}+O(\tau^4)=1+\frac{\tau^2}{12}+O(\tau^4).
\end{align}
The splitting weakens the kinetic term and stiffens the well. In the exact ground state $\langle p^2/2\rangle=\langle x^2/2\rangle=1/4$. The first-order shifts are therefore $-\tau^2/24$ from the kinetic term and $+\tau^2/48$ from the potential. Their sum is $-\tau^2/48$: the kinetic change is twice as large and fixes the sign. Second-order perturbation theory contributes at order $\tau^4$.

\subsection*{(e) Numbers for $\tau=0.5$}

The kernel constant is $c=2+0.25=2.25$ bohr$^{-2}$, so $\cosh\theta=0.5\times2.25=1.125$. The width parameter is $a=\sqrt{1.0625}=1.030776$ bohr$^{-2}$. Then
\begin{align}
e^\theta&=1.125+0.5\times1.030776=1.640388,\qquad \theta=0.494933,\nonumber\\
w&=\frac{0.494933}{0.5}=0.989866\ \mathrm{hartree}/\hbar,\qquad
E_g=\frac w2=0.494933\ \mathrm{hartree}.
\end{align}
That $\theta$ and $E_g$ have the same digits is a coincidence of this step: $E_g=\theta/(2\tau)$ and here $2\tau=1$. Diagonalizing $T$, built on a grid from its operator exponentials, gives the same growth energy to the digits shown.

The time-step error is $-0.00507$ hartree, about $1\%$ of the exact energy. The two-term formula gives $0.5-0.25/48=0.494792$ hartree. It lies $1.41\times10^{-4}$ hartree below $E_g$, within the bound of $1.46\times10^{-4}$ hartree from (\ref{expansion}). Other steps compare as follows, with energies in hartree:
\begin{center}
\begin{tabular}{ccc}
$\tau$ ($\hbar/$hartree) & $E_g$ & $1/2-\tau^2/48$\\
0.1 & 0.499792 & 0.499792\\
0.5 & 0.494933 & 0.494792\\
1.0 & 0.481212 & 0.479167\\
2.0 & 0.440687 & 0.416667
\end{tabular}
\end{center}
At $\tau=1$ the two-term formula overestimates the size of the time-step error by about $11\%$ of that error, and at $\tau=2$ by about $40\%$.

The approach to the limit can be followed from the displaced start $g\propto e^{-(x-1)^2/2}$, with $x$ in bohr. At $\tau=0.5$ the growth estimates after steps 1, 2, 5 and 10 are $0.8253$, $0.6161$, $0.5011$ and $0.4950$ hartree. From step 10 to step 11 the remaining error falls by the factor $0.3716$, in agreement with $e^{-2\theta}$. The early estimates are high because the walkers start where the potential is high. By the first form of (\ref{Nk}), $N_k/N_{k-1}$ is the average of $u$ over the density after $k-1$ steps, and $u$ falls as $y^2=2V$ grows. The starting density has mean $1$ and variance $1$, so its average of $V$ is $(1+1)/2=1$ hartree, against the long-time value $1/(2a)=0.485$ hartree found in Variation 1. With $b=a^2/c=0.4722$, completing the square in the average of $u$ over this density gives $N_1/N_0=[\tau c(1+b)]^{-1/2}e^{-b/[2(1+b)]}=0.6619$, and $-\ln(0.6619)/\tau=0.825$ hartree is the estimate after step 1.

\section*{Variation 1: averaging the potential instead}

\textit{The walkers are recorded after each complete step, and $V$ is averaged over them with their weights. What energy results at long times?}

The weighted density tends to $\varphi_0/\int\varphi_0\,dx$. This is a normal distribution $\propto e^{-ax^2/2}$ with variance $1/a$, so
\begin{equation}
\overline V=\frac{1}{2a}=\frac12\left(1+\frac{\tau^2}{4}\right)^{-1/2}
=\frac12-\frac{\tau^2}{16}+O(\tau^4).
\label{Vbar}
\end{equation}
This average is an energy estimate because $\int\varphi_0''\,dx=0$, which gives $\overline V=\int H\varphi_0\,dx/\int\varphi_0\,dx$. It is the mixed estimator with a constant trial function. Its leading error is three times that of the growth energy. At $\tau=0.5$ it equals $0.485071$ hartree, an error of $-0.0149$ hartree.

The two estimators differ because $\varphi_0$ is an eigenfunction of $H'$ and not of $H$. If $H$ is replaced by $H'$ in the mixed estimator, the kinetic term again integrates to zero, and (\ref{Hprime}) gives $wa\,\overline V=w/2$, which is the growth energy.

\section*{Variation 2: the unsymmetric product}

\textit{Each step now applies the full weight first and then diffusion, $U=e^{-\tau K}e^{-\tau V}$. What happens to the growth energy and to the average of $V$?}

Let $S=e^{-\tau V/2}$, so that $T=Se^{-\tau K}S$ and $U=e^{-\tau K}SS$. Regrouping the factors of $U^k$ gives
\begin{equation}
U^k=e^{-\tau K}S\;T^{k-1}\,S .
\end{equation}
Diffusion conserves the integral over $x$, so the population is
\begin{equation}
\int U^kg\,dx=\int e^{-\tau x^2/4}\,(T^{k-1}Sg)\,dx .
\end{equation}
This has the form of (\ref{Nk}), with another positive, even Gaussian in place of $u$ and $Sg$ in place of $g$. The ratio of successive populations again tends to $\lambda_0$, and the growth energy is unchanged. Its $\tau^2$ error therefore does not depend on using the symmetric order.

The walker density does change. From $US^{-1}=e^{-\tau K}S=S^{-1}T$ it follows that $S^{-1}\varphi_0$ is an eigenfunction of $U$ with eigenvalue $\lambda_0$. It equals $e^{-(a-\tau/2)x^2/2}$, which is normalizable because $a>\tau/2$ by (\ref{a}). After each diffusion move the average is
\begin{equation}
\overline V_U=\frac{1}{2(a-\tau/2)}=\frac{1}{2a-\tau}
=\frac12+\frac\tau4+O(\tau^2).
\end{equation}
The error is now of first order in $\tau$. At $\tau=0.5$,
\begin{equation}
\overline V_U=\frac{1}{2.061552-0.5}=0.64039\ \mathrm{hartree},
\end{equation}
which is $0.14$ hartree above the exact energy, while the growth energy remains $0.494933$ hartree. For this oscillator, the symmetric order improves the recorded distribution and leaves the growth rate as it was.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Worked example, hbar = m = omega = 1
time step tau = 0.50 hbar/hartree
kernel constant c = 2.2500 bohr^-2
cosh(theta) from formula = 1.125000
cosh(ln(lambda0/lambda1)), numerical = 1.125000
theta = 0.494933
frequency w = 0.989866 hartree/hbar
width parameter a = 1.030776 bohr^-2
lambda0, numerical = 0.780776
lambda1, numerical = 0.475971
growth energy, numerical = 0.494933 hartree
growth energy, arcsinh formula = 0.494933 hartree
two-term formula = 0.494792 hartree
numerical minus two-term = 1.413e-04 hartree
bound 3 tau^4/1280 = 1.465e-04 hartree
kinetic factor w/a = 0.960311
potential factor w*a = 1.020330
Growth energy of the displaced population (hartree)
  step  1: 0.825311
  step  2: 0.616126
  step  5: 0.501108
  step 10: 0.494977
  step 20: 0.494933
error ratio, step 11 to step 10 = 0.37163
exp(-2 theta) = 0.37163
After 40 steps (hartree)
  symmetric: growth 0.494933, mean V 0.485071
  unsymmetric: growth 0.494933, mean V 0.640388
tau (hbar/hartree), numerical growth energy, two-term (hartree)
  0.1  0.49979190  0.49979167
  0.2  0.49917039  0.49916667
  0.5  0.49493292  0.49479167
  1.0  0.48121183  0.47916667
  2.0  0.44068679  0.41666667
Coefficients of tau^2, extrapolated from tau = 0.1 and 0.2
  growth energy: -0.020833   (-1/48 = -0.020833)
  mean V: -0.06250   (-1/16 = -0.06250)
  kinetic factor: -0.1667   (-1/6 = -0.1667)
  potential factor: 0.0833   (1/12 = 0.0833)
\end{verbatim}
